# Flat-Band Voltage Shift from the First Moment of Oxide Charge, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one charged sheet to an arbitrary profile

### The result

Charge inside the oxide of a metal–oxide–semiconductor (MOS) structure changes the gate voltage at which the semiconductor bands are flat. For a charge density $\rho(x)$ the change is

$$
\Delta V_{FB}=-\frac{1}{\varepsilon_{ox}}\int_0^t x\,\rho(x)\,dx . \tag{1}
$$

The coordinate $x$ is the distance from the gate, $t$ is the oxide thickness, and $\varepsilon_{ox}$ is the oxide permittivity. The integral is the first moment of the charge per unit area. Charge close to the gate therefore counts little, and charge close to the semiconductor counts most.

The change is taken relative to the same structure without oxide charge. The density in (1) is the one present when the bands are flat.

### Geometry, units and assumptions

The gate surface is the plane $x=0$. The oxide fills $0<x<t$, and the semiconductor fills $x>t$. All quantities depend on $x$ alone, so the charge is uniform along the plane. The gate is an ideal conductor with no field inside it. The oxide has one relative permittivity $\kappa$ throughout, and the semiconductor is uniformly doped.

The algebra uses atomic units, in which the elementary charge is 1, an electron has charge $-1$, and $4\pi\varepsilon_0=1$. Hence $\varepsilon_0=1/(4\pi)$ and

$$
\varepsilon_{ox}=\kappa\varepsilon_0=\frac{\kappa}{4\pi}.
$$

Let $\phi$ be the electrostatic potential, $E=-d\phi/dx$ the field, and $D=\varepsilon E$ the displacement. Gauss's law then reads

$$
\frac{dD}{dx}=\rho . \tag{2}
$$

No extra $4\pi$ appears here, because it is contained in $\varepsilon$. The zero of $\phi$ is placed deep in the semiconductor. The value at the semiconductor surface, $\psi_s=\phi(t)$, is called the surface potential.

A sheet of charge at the oxide–semiconductor interface is treated as oxide charge. It sits at $x=t$ and is counted in full in every integral that ends at $t$. The symbol $t^+$ denotes a point just beyond this sheet, inside the semiconductor.

### What a voltmeter reads

A voltage source fixes the difference between two Fermi levels, which is not the same as the difference between two electrostatic potentials. The two must be related before any field is calculated.

An electron at rest at potential $\phi$ has energy $-\phi$, since its charge is $-1$. The work function $W$ is the energy from the Fermi level up to this local reference. For the gate, with work function $W_m$, and for the neutral semiconductor bulk, with work function $W_s$,

$$
E_{F,m}=-\phi(0)-W_m,\qquad E_{F,s}=-0-W_s=-W_s .
$$

A positive gate voltage $V_G$, measured relative to the semiconductor, lowers the energy of electrons in the gate. Therefore $E_{F,m}=E_{F,s}-V_G$, and

$$
V_G=E_{F,s}-E_{F,m}=-W_s+\phi(0)+W_m .
$$

In the order used from here on,

$$
V_G=W_m-W_s+\phi(0). \tag{3}
$$

The oxide carries no current. In the dark, and with the gate voltage held fixed or changed slowly, the semiconductor is then in equilibrium and has a single Fermi level. The work functions are effective ones: a fixed dipole layer at either interface can be absorbed in them. The added oxide charge is assumed not to alter them.

As a limit, take equal work functions. Then $V_G=\phi(0)$, and the applied voltage equals the electrostatic potential difference between gate and bulk.

### What flat band means

Flat band is defined by $\psi_s=0$. With uniform doping this implies more, namely that the potential vanishes throughout the semiconductor. This follows from how the semiconductor charge responds to the potential.

Let $p_0$ and $n_0$ be the bulk densities of holes and electrons, $N_A$ the density of ionized acceptors, and $T$ the temperature, with $kT$ the thermal energy. In Boltzmann statistics the semiconductor charge density is

$$
\rho_s(\phi)=p_0e^{-\phi/kT}-n_0e^{\phi/kT}-N_A,\qquad p_0=n_0+N_A .
$$

The second relation makes the bulk neutral, so $\rho_s(0)=0$. Raising $\phi$ removes holes and adds electrons, and both changes lower $\rho_s$. Thus $\rho_s$ is negative for $\phi>0$ and positive for $\phi<0$, and the product $\phi\rho_s$ is never positive.

Gauss's law in the semiconductor, with permittivity $\varepsilon_s$, is $\varepsilon_s\phi''=-\rho_s$. Multiply by $\phi$, integrate from $t$ to the deep bulk, and integrate the left side by parts:

$$
\varepsilon_s\big[\phi\phi'\big]_t^\infty-\varepsilon_s\int_t^\infty(\phi')^2dx=-\int_t^\infty\phi\,\rho_s\,dx .
$$

The bracket vanishes at $t$ because $\psi_s=0$, and in the bulk because $\phi=0$ there. The remaining left side is negative or zero, while the right side is positive or zero. Both must be zero, so $\phi'=0$ everywhere in the semiconductor and $\phi$ keeps its bulk value, zero. Consequently

$$
D(t^+)=0\qquad\text{at flat band.} \tag{4}
$$

Apart from its work function $W_s$, the semiconductor enters the flat-band problem through this boundary condition alone. Its doping and permittivity therefore drop out of the shift $\Delta V_{FB}$.

The argument assumes that the carrier density follows the local potential right up to the oxide. In a real structure the carrier wavefunctions are suppressed within a short distance of the barrier, so $D(t^+)$ is not exactly zero at $\psi_s=0$. If the density is suppressed over about 17 Å, the charge-free flat-band voltage of a 100 Å oxide with $\kappa=4$ moves by roughly 6 meV at $N_A=10^{-7}$ Å$^{-3}$, and by roughly 60 meV at ten times that doping. The shift (1) is not affected, because $D(t^+)$ at $\psi_s=0$ is the same with and without oxide charge.

### Stage 0: no oxide charge

With $\rho=0$ in the oxide, (2) makes $D$ constant there, and (4) makes that constant zero. There is no oxide field, so $\phi(0)=\phi(t)=0$. Equation (3) gives

$$
V_{FB}^{(0)}=W_m-W_s . \tag{5}
$$

For equal work functions the bands are flat at zero gate voltage. For the model values $W_m=4.10$ eV and $W_s=4.90$ eV, flat band requires $-0.80$ eV. Gate voltages are quoted here as the energy $eV_G$; the voltage in volts has the same numerical value.

### Stage 1: one sheet of charge

Put a charge $\sigma$ per unit area on the plane $x=a$ in the oxide. Integrating (2) across this plane gives the jump

$$
D(a^+)-D(a^-)=\sigma .
$$

Between the sheet and the semiconductor there is no charge, so $D$ keeps its value from (4), which is zero. Hence $D(a^-)=-\sigma$, and this value holds all the way to the gate:

$$
D(x)=
\begin{cases}
-\sigma, & 0<x<a,\\
0, & a<x<t.
\end{cases}
$$

Because $E=-d\phi/dx$, integrating the field from the gate to the interface gives the potential of the gate minus that of the interface:

$$
\phi(0)-\phi(t)=\int_0^tE\,dx=\frac{1}{\varepsilon_{ox}}\int_0^a(-\sigma)\,dx=-\frac{\sigma a}{\varepsilon_{ox}} .
$$

At flat band $\phi(t)=0$. Substituting $\phi(0)$ into (3) and subtracting (5) yields

$$
\Delta V_{FB}=-\frac{\sigma a}{\varepsilon_{ox}} . \tag{6}
$$

The sign has a direct meaning. A positive sheet sends field lines outward, and they must end on negative charge. If the semiconductor is to stay neutral, all of that negative charge has to sit on the gate. The gate must therefore be made more negative than before.

The amount follows from Gauss's law at the gate surface. The field inside the gate is zero, so its surface charge equals $D(0^+)=-\sigma$. Gate and sheet form a parallel-plate capacitor of thickness $a$ and capacitance $\varepsilon_{ox}/a$ per unit area. The voltage that puts $-\sigma$ on its gate plate is $-\sigma a/\varepsilon_{ox}$.

Two limits bracket the effect. As $a\to0$ the capacitor has no thickness and the shift vanishes, whatever the size of $\sigma$. At $a=t$ the shift is

$$
\Delta V_{FB}=-\frac{\sigma t}{\varepsilon_{ox}}=-\frac{\sigma}{C_{ox}},\qquad C_{ox}=\frac{\varepsilon_{ox}}{t},
$$

where $C_{ox}$ is the oxide capacitance per unit area.

For numbers, take $\kappa=4$ and $t=100$ Å. With the elementary charge restored, the conversion factor is $e^2/\varepsilon_{ox}=45.238$ eV Å. A sheet of $1.0\times10^{-4}$ $e$/Å$^2$ halfway through the oxide gives

$$
e\Delta V_{FB}=-(45.238)(1.0\times10^{-4})(50)\ \text{eV}=-0.2262\ \text{eV}.
$$

The same sheet at the interface gives $-0.4524$ eV, twice as much. Numerical solutions of the full oxide-and-semiconductor problem were used to test (6) at 25, 50, 75 and 100 Å. They reproduce the proportionality to distance from the gate.

### A second route to the weight

The factor $a$ can also be found by starting with the semiconductor surface and the gate at the same potential. Imagine for a moment that the semiconductor is a metal plate at $x=t$, with both plates at potential zero. Let $D_1$ be the displacement between gate and sheet. Beyond the sheet it is $D_1+\sigma$. The total potential drop must vanish:

$$
D_1a+(D_1+\sigma)(t-a)=0 .
$$

Collecting the terms in $D_1$ gives $D_1t=-\sigma(t-a)$, so

$$
D_1=-\sigma\left(1-\frac at\right),\qquad D_1+\sigma=\sigma\frac at .
$$

The gate carries $D_1$. The other plate carries minus the displacement that enters it, which is $-\sigma a/t$. The sheet's image charge is thus shared, and the fraction on the far plate is $a/t$.

Now apply a potential $V$ to the gate. This adds $-C_{ox}V$ to the far plate. To leave that plate uncharged, as flat band demands of the semiconductor, requires

$$
-\sigma\frac at-C_{ox}V=0
\quad\Longrightarrow\quad
V=-\frac{\sigma a}{tC_{ox}}=-\frac{\sigma a}{\varepsilon_{ox}} .
$$

This is (6) again. The weight $a/t$ is the share of image charge that would fall on the semiconductor side and that the gate voltage has to remove.

### Stage 2: two sheets

Let sheets $\sigma_1$ and $\sigma_2$ lie at $a_1<a_2$. Starting from zero displacement at the semiconductor and moving toward the gate, each crossing subtracts the charge of the sheet:

$$
D=
\begin{cases}
-(\sigma_1+\sigma_2), & 0<x<a_1,\\
-\sigma_2, & a_1<x<a_2,\\
0, & a_2<x<t.
\end{cases}
$$

The oxide drop is the sum of the two nonzero regions:

$$
\begin{aligned}
\phi(0)-\phi(t)
&=-\frac{(\sigma_1+\sigma_2)a_1+\sigma_2(a_2-a_1)}{\varepsilon_{ox}}\\
&=-\frac{\sigma_1a_1+\sigma_2a_2}{\varepsilon_{ox}} .
\end{aligned}
$$

The terms $\sigma_2a_1$ cancel, and each sheet contributes as if it were alone. This additivity holds although the semiconductor is nonlinear, because flat band fixes the displacement at its surface, here at zero. What remains is the linear electrostatics of the oxide.

An instructive limit is a neutral pair, $\sigma_1=-\sigma$ and $\sigma_2=+\sigma$. The total charge is zero, yet

$$
\Delta V_{FB}=-\frac{\sigma(a_2-a_1)}{\varepsilon_{ox}} .
$$

The pair is a dipole layer and produces a potential step. A vanishing net charge does not guarantee a vanishing shift. If the planes merge, $a_2\to a_1$, the step disappears as it should.

### Stage 3: a continuous profile

For a general density, integrate (2) from $x$ to $t^+$:

$$
D(t^+)-D(x)=\int_x^t\rho(x')\,dx' .
$$

Flat band sets the first term to zero, so

$$
D(x)=-\int_x^t\rho(x')\,dx' . \tag{7}
$$

The displacement at $x$ is minus all the charge lying between $x$ and the semiconductor. Dividing by $\varepsilon_{ox}$ and integrating across the oxide gives

$$
\phi(0)-\phi(t)=-\frac{1}{\varepsilon_{ox}}\int_0^tdx\int_x^tdx'\,\rho(x') .
$$

The double integral covers the triangle $0<x<x'<t$. In the present order, $x$ is fixed first and $x'$ runs from $x$ to $t$. In the opposite order, $x'$ is fixed first and $x$ runs from $0$ to $x'$. The integrand does not depend on $x$, so the inner integral is a length:

$$
\int_0^tdx'\,\rho(x')\int_0^{x'}dx=\int_0^tx'\rho(x')\,dx' .
$$

With $\phi(t)=0$, equation (3) becomes

$$
V_{FB}=W_m-W_s-\frac{1}{\varepsilon_{ox}}\int_0^tx\,\rho(x)\,dx . \tag{8}
$$

Subtracting (5) gives (1), which completes the derivation.

Integration by parts shows in another way why the gate is the origin. Since $D'=\rho$,

$$
\int_0^{t^+}D\,dx=\big[xD\big]_0^{t^+}-\int_0^tx\rho\,dx .
$$

The boundary term vanishes at the semiconductor because $D=0$ there. At the gate $D$ is in general not zero, and the term vanishes because $x=0$ there.

Two limits check the general formula. Concentrating $\rho$ on the plane $a$ turns the moment into $\sigma a$ and restores (6). A uniform density $\rho_0$ has moment $\rho_0t^2/2$, so with $Q=\rho_0t$ the shift is $-Qt/(2\varepsilon_{ox})$. This is half the shift that the same total charge would cause at the interface, as expected for charge whose mean position is mid-oxide.

## Part 2. A worked profile, other bias points, and the limits of the formula

### Symbols and results carried over

The gate is at $x=0$, and the oxide of thickness $t$ and permittivity $\varepsilon_{ox}$ ends at the semiconductor surface $x=t$. The potential $\phi$ is zero deep in the semiconductor, and $\psi_s=\phi(t)$. The work functions are $W_m$ for the gate and $W_s$ for the semiconductor. Define the total oxide charge and its first moment, both per unit area, as

$$
Q=\int_0^t\rho\,dx,\qquad M=\int_0^tx\rho\,dx ,
$$

with an interface sheet included at $x=t$. The results needed here are

$$
V_G=W_m-W_s+\phi(0),\qquad \Delta V_{FB}=-\frac{M}{\varepsilon_{ox}} .
$$

At flat band the semiconductor is neutral and the gate carries the charge $-Q$. The semiconductor charge density $\rho_s(\phi)$ vanishes at $\phi=0$ and has the opposite sign to $\phi$ elsewhere. The semiconductor permittivity is $\varepsilon_s$.

### A linear profile with an interface sheet

Take an oxide with $t=100$ Å and relative permittivity 4. Its distributed charge rises linearly from zero at the gate, and a positive sheet $\sigma_i$ lies at the interface:

$$
\rho(x)=\rho_t\frac xt+\sigma_i\,\delta(x-t),
$$

with $\rho_t=2.0\times10^{-6}$ $e$/Å$^3$ and $\sigma_i=5.0\times10^{-5}$ $e$/Å$^2$. These are round model parameters. The delta function is counted in full, by the convention for an interface sheet.

The total charge is

$$
Q=\frac{\rho_tt}{2}+\sigma_i=(1.0+0.5)\times10^{-4}\ e/\text{Å}^2=1.5\times10^{-4}\ e/\text{Å}^2 .
$$

The moment of the distributed part is

$$
\int_0^tx\,\rho_t\frac xt\,dx=\frac{\rho_tt^2}{3}=6.667\times10^{-3}\ e/\text{Å},
$$

and that of the sheet is $\sigma_it=5.000\times10^{-3}$ $e$/Å. Their sum is $M=1.1667\times10^{-2}$ $e$/Å. The sheet holds one third of the charge but supplies about 43% of the moment, because it lies farther from the gate.

To obtain an energy, restore the elementary charge. In atomic units the prefactor is $4\pi/\kappa$; in eV and Å it becomes

$$
\frac{e^2}{\varepsilon_{ox}}=\frac{180.951}{4}\ \text{eV Å}=45.238\ \text{eV Å}.
$$

The shift is then

$$
e\Delta V_{FB}=-(45.238)(1.1667\times10^{-2})\ \text{eV}=-0.528\ \text{eV},
$$

or $\Delta V_{FB}=-0.528$ V. With $W_m-W_s=-0.80$ eV, flat band moves from $-0.800$ eV to $-1.328$ eV.

The flat-band shift has been derived as the first moment of the oxide charge measured from the gate, and for the example profile it is $-0.528$ V. What remains is to test this value numerically, to follow the effect of the charge away from flat band, and to see where the formula must be changed.
